Direct Auger Rates by Monte Carlo without Energy Broadening

**What dimensions and rotations fix**

In the direct Auger process considered here, two conduction electrons k1 and k2 collide. One fills a hole at the valence state k3, and the other is lifted to a high conduction state k4. When the carriers are nondegenerate, each occupation is proportional to its density, so the rate per volume is R = C n²p, with n the electron and p the hole density.

With the normalization volume removed, a Coulomb matrix element has the unit J m³. The golden rule supplies its square, a factor 1/ħ and an energy delta function with unit 1/J. The thermal scales are the energy kT and the electron wave number

σ = √(mc kT)/ħ.

The Coulomb interaction contributes e²/(εσ²), with ε the static permittivity. The two band-edge Bloch functions are orthogonal, so the conduction–valence overlap starts at first order in wave vector and contributes λσ, where λ is a length. Hence

C = (1/ħ)(e²λ/εσ)²(1/kT) × function(γ, μ, κ/σ),

with γ = Eg/kT, μ = mc/mv and κ the screening wave number. The numerical task is one dimensionless function.

The model behind this form has parabolic isotropic bands with a direct gap Eg, an empty final state, conserved spin and static screening. First-order k·p theory mixes the band-edge functions as

u(c,k1) ≈ u_c + (ħ/m0Eg)(k1·p_vc) u_v,
u(v,k3) ≈ u_v − (ħ/m0Eg)(k3·p_cv) u_c.

Since the conjugate of p_cv is p_vc, their overlap is (ħ/m0Eg)(k1−k3)·p_vc = λ n·(k1−k3), up to a common phase. Here n is the fixed dipole direction and λ = ħ|p_vc|/(m0Eg). The conduction–conduction overlap is set to one.

Let q1 = k1−k3 and q2 = k2−k3. The direct and exchange amplitudes are

D = (e²λ/ε) n·q1/(q1²+κ²),
X = (e²λ/ε) n·q2/(q2²+κ²).

The antisymmetrized amplitude is D when spin 1 goes to state 3, minus X when spin 2 does. In the sum over the four spins, D² and X² each occur four times, and the cross term −2DX occurs twice. Counting each initial pair once halves the sum:

½(4D² + 4X² − 4DX) = D² + X² + (D−X)².

Energies, occupations and screening do not change when all wave vectors are rotated together. Each amplitude has the form n·A, so under the integral (n·A)² may be replaced by its rotational average A²/3.

**From the golden rule to a thermal average**

The momentum delta function removes k4 by k4 = k1+k2−k3. Converting sums to integrals leaves

R = (2π/ħ)(2π)⁻⁹ ∫d³k1 d³k2 d³k3 S f1 f2 fh δ(ΔE),

where S is the rotationally averaged sum of squares. Because n = 2∫d³k f/(2π)³, a Boltzmann occupation is f = (n/2)(2π)³g(k), with g a normalized Gaussian, and likewise for holes. The three factors ½ give

R = (2π/ħ)(n²p/8)⟨S δ(ΔE)⟩, so C = (π/4ħ)⟨S δ(ΔE)⟩.

From here on, wave vectors are in units of σ and energies in units of kT. The energy mismatch, initial minus final, is

Δ = γ + ½(k1² + k2² + μk3² − k4²).

Write S = S0 s with

S0 = (1/3)(e²λ/εσ)²,
s = A² + B² + (A−B)², A = q1/(q1²+κ²), B = q2/(q2²+κ²),

where A, B, q1 and q2 are vectors in the numerators. Since δ(ΔE) = δ(Δ)/kT,

C = π S0 J/(4ħkT), J = ⟨s δ(Δ)⟩.

**What goes wrong with a broadened delta function**

The naive scheme draws k1, k2 and k3 from their thermal Gaussians and averages s G_η(Δ), where G_η is a normalized Gaussian of standard deviation η. A narrow Gaussian is almost always missed and gives a large value when hit. The square makes this quantitative:

G_η(x)² = exp(−x²/η²)/(2πη²) = G_{η/√2}(x)/(2√π η).

As η → 0 with screening present, the second moment therefore tends to J2/(2√π η), where J2 = ⟨s²δ(Δ)⟩. The relative variance of one sample is

v/η − 1, with v = J2/(2√π J²).

A wide Gaussian admits processes that violate energy conservation. To find the error, write G_η(Δ) = ∫dε G_η(ε)δ(Δ−ε). The offset ε acts as a change of gap from γ to γ−ε in the kinematics, with s and S0 kept as they are. Thus

J_η = ∫dε G_η(ε)J(γ−ε) ≈ J + ½η²J''(γ).

The linear term vanishes because G_η is even. The relative bias is bη² with b = J''/(2J).

For N samples, dropping the −1/N term, the relative mean square error is

b²η⁴ + v/(Nη).

Setting its derivative to zero gives 4b²η³ = v/(Nη²), so

η⁵ = v/(4Nb²).

At this width the squared bias is v/(4Nη), and the total is 5v/(4Nη). Since η falls as N^(−1/5), the rms error falls as N^(−2/5), more slowly than the N^(−1/2) of an unbiased estimator with finite variance. The cure is to integrate over one variable analytically, and the design question is which one.

**Choosing the variable to eliminate**

Set k1 = y1, k2 = y2 and k3 = y3/√μ. The thermal weight becomes exp(−y²/2) in nine dimensions, which is unchanged by any rotation in that space. The final wave vector is the linear combination

k4 = y1 + y2 − y3/√μ,

whose squared coefficients sum to 2+1/μ. Rotate so that z = k4/√(2+1/μ) is one of three new vectors. The other two can be

w1 = (y1−y2)/√2,
w2 = (y1+y2+2√μ y3)/√(2+4μ).

The coefficient rows are normalized and mutually orthogonal; for z and w2 the products sum to 1+1−2 = 0. With w² = w1²+w2², the initial kinetic energy is (z²+w²)/2 and the final one is (2+1/μ)z²/2. Therefore

Δ = γ + ½(w² − a z²), a = 1+1/μ = (1+μ)/μ.

For every w there is one positive root,

z* = √((w²+2γ)/a).

The slope there is |dΔ/dz| = a z*, which cannot vanish while Eg > 0. In spherical coordinates for z, the radial integral of z²exp(−z²/2)δ(Δ) gives (z*/a)exp(−z*²/2). The angular factor is 4π/(2π)^(3/2) = √(2/π). Thus

J = √(2/π) a⁻¹ ⟨s z* exp(−z*²/2)⟩,

with w thermal and the direction of z uniform.

Besides z* and s, the exponential still fluctuates with w. The root itself shows how to remove this fluctuation, since z*²/2 = γ/a + w²/(2a). The constant part leaves the average. The rest joins the thermal weight of w:

exp(−w²/2)exp(−w²/2a) = exp(−w²(a+1)/(2a)).

This is a six-dimensional Gaussian of variance a/(a+1) per component, and its normalization relative to the original one is [a/(a+1)]³. The final estimator is

J = √(2/π) a⁻¹ exp(−γ/a) [a/(a+1)]³ ⟨z* s⟩.

Each sample takes these steps:

1. Draw w1 and w2 with variance a/(a+1) per component, and a uniform direction for z.
2. Set |z| = z*.
3. Rotate back:
k1 = z/√(2+1/μ) + w1/√2 + w2/√(2+4μ),
k2 = z/√(2+1/μ) − w1/√2 + w2/√(2+4μ),
k3 = [−z/√(1+2μ) + 2√μ w2/√(2+4μ)]/√μ.
4. Evaluate z*s, average, and multiply by the prefactor.

**What the formula says physically**

The factor exp(−γ/a) is exp[−μEg/((1+μ)kT)]. On the energy shell the initial kinetic energy is γ/a + w²(a+1)/(2a), so γ/a is its minimum, reached at w = 0. There k1 = k2 = −μk3. The valence-state velocity is −ħk3/mv, so the three velocities are equal at threshold.

For a heavy hole, μ → 0, the activation energy vanishes because the hole absorbs momentum at little energy cost. With s held constant, J still falls as μ^(3/2) once μγ ≪ 1: 1/a contributes μ and z* contributes √μ. The thermal hole distribution has spread over a volume proportional to μ^(−3/2), and the required k3 becomes a small part of it.

**Is the variance finite?**

With screening, |A| and |B| are at most 1/(2κ), so s is bounded, and z* has finite moments under a Gaussian. The variance is finite.

The unscreened case needs the kinematics. Insert k4 = q1+q2+k3, k1 = q1+k3 and k2 = q2+k3 into Δ. The terms linear in k3 cancel, leaving

Δ = γ + ½(1+μ)k3² − q1·q2.

On the shell q1·q2 ≥ γ, hence 1/|q1| ≤ |q2|/γ. A small momentum transfer requires the other to be large, where the Gaussian suppresses it. All moments of s therefore remain finite at κ = 0.

Broadening loses this protection. At q1 → 0 the Gaussian is small but not zero, while s² grows as 1/q1⁴. The integral of q1²dq1/q1⁴ diverges, so without screening the thermally sampled, broadened estimator has infinite variance at every η > 0. For widths far below the gap this is a formal result: the divergent part carries a factor of at most exp(−γ²/η²), with η in units of kT, and is too rare to appear in a real run.

**A deterministic reference**

The same identity gives an independent way to J. Use q1, q2 and k = k3 as variables. The thermal exponent is

−½[q1² + q2² + (2+μ)k²] − k·(q1+q2).

The average over the direction of k gives sinh(x)/x with x = k|q1+q2|. The delta function fixes the angle between q1 and q2 and contributes 1/(q1q2). With d³q1 d³q2 → 8π²q1²q2² dq1 dq2 dcosθ and 4πk²dk,

J = (2π)⁻³(μ/2π)^(3/2) ∫dk dq1 dq2 32π³ q1q2k² s (sinh x/x) exp{−½[q1²+q2²+(2+μ)k²]},

over q1q2 ≥ γ+½(1+μ)k². This three-dimensional integral can be done by ordinary quadrature.

**A worked case**

Take round model parameters: Eg = 0.5 eV, mc = 0.05 m0, mv = 0.25 m0, relative permittivity 12, λ = 0.3 nm, T = 300 K and n = p = 10²² m⁻³. Here λ is chosen independently of the masses. If the coupling to this valence band alone produced mc along the dipole direction, k·p theory would require λ² = (ħ²/2Eg)(1/mc − 1/m0), or λ ≈ 1.2 nm. The formula would then give a C 16 times larger, and the first-order overlap would no longer be small. The fixed dipole direction is also a model choice. For a heavy hole in a Kane-type band the dipole is transverse to k3, so the overlap vanishes at threshold, where k1, k2 and k3 are collinear. Averaging n over the directions transverse to k3, with the same λ and spin structure, lowers C to about 0.14 of the value below. The value of C below therefore illustrates the method and is not a prediction for a material. Screening is of Debye form, κ² = (n+p)e²/(εkT) in SI units, so C has a weak density dependence through κ. Static screening is a simplification here: the transition transfers at least Eg, while the plasma energy of these carriers is only about 5 meV, so they cannot follow. Setting κ = 0 raises C by only about 0.4%.

Then kT = 25.852 meV, γ = 500/25.852 = 19.34, μ = 0.2 and a = 1.2/0.2 = 6. The activation energy is 500/6 = 83.3 meV, and the threshold factor is exp(−3.223) = 0.0398. The fast electron has at least 583 meV of kinetic energy.

A constant matrix element, s = 1, can be estimated by hand. The mean of w² is 6 × 0.857 = 5.14, so z* ≈ √((5.14+38.68)/6) = 2.70 and

J ≈ 0.798/6 × 0.0398 × 0.857³ × 2.70 ≈ 0.0090.

The full one-dimensional average gives 0.009006, as does a Fourier inversion of the distribution of Δ.

With the actual s, quadrature gives J = 5.195 × 10⁻⁴. The eliminated Monte Carlo gives (5.197 ± 0.002) × 10⁻⁴ from 400,000 samples. With S0 = 1.032 × 10⁻⁹¹ J²m⁶ and kT = 4.142 × 10⁻²¹ J,

C = π × 1.032×10⁻⁹¹ × 5.195×10⁻⁴/(4 × 1.055×10⁻³⁴ × 4.142×10⁻²¹)
≈ 9.6 × 10⁻⁴¹ m⁶/s = 9.6 × 10⁻²⁹ cm⁶/s.

Hence R ≈ 9.6 × 10²⁵ m⁻³s⁻¹, and the hole lifetime 1/(Cn²) is about 0.1 ms. A direct golden-rule sum in SI units, with a fixed dipole direction and a 20 meV Gaussian, gives (9.7 ± 0.1) × 10²⁵ m⁻³s⁻¹. Allowing for the 1.2% bias of this width, the expected value is 9.76 × 10²⁵ m⁻³s⁻¹. The comparison tests the conversion from the golden-rule integral to C and the rotational average; the spin factor is common to both.

**Reading the variance comparison**

The relative standard deviation per sample is 9.16 for thermal sampling with η = 10 meV. Solving for z* while leaving w thermal reduces it to 0.313, and the tuned Gaussian for w reduces it to 0.202. In variance these are factors of about 860 and 2.4, so most of the gain comes from the root.

For broadening, v = 843 meV and b = 2.89 × 10⁻⁵ meV⁻². The threshold exponential alone would give b = 1/(2a²) in units of (kT)⁻², which is 2.08 × 10⁻⁵ meV⁻². The remainder comes from the dependence of ⟨z*s⟩ on the gap.

Going from 2 to 20 meV lowers the measured deviation from 20.4 to 6.5, close to the expected √10, while the bias rises from 0.01% to 1.2%. At 50 meV the bias is 7.5% against 7.2% from the quadratic law, so higher orders have become visible.

For one million samples the best width follows from

η⁵ = 843/(4 × 10⁶ × (2.89×10⁻⁵)²) meV⁵, so η ≈ 12 meV.

The predicted rms error is 0.94% of J, against 0.020% for the eliminated estimator. Equal error needs about (0.202/0.00936)² ≈ 466 eliminated samples. This counts samples, not computing time. The ratio of sample numbers grows as N^(1/5).

The optimum was also tested on 200 batches of 5000 samples. At the predicted 35 meV the measured rms error is 8.2%, against 7.8% from the law, and widths three times smaller or larger do worse.

A higher threshold hurts only the broadened method. In the eliminated estimator exp(−γ/a) is a common factor and cancels from the relative deviation, which stays between 0.17 and 0.22 for μ = 0.1, 0.2 and 0.5. In the broadened one, J2/J² carries exp(+γ/a), and the deviations at 10 meV given by the variance law are 6.2, 9.1 and 33.

From μ = 0.2 to 0.5 the exponential grows by exp(83.3/25.85) = 25. For constant s the other factors in 1/J contribute 0.75 from a[(a+1)/a]³ and 0.71 from 1/z*. The product is about 13, which agrees with the ratio of the two variances.

**Where the design has to change**

The first-order overlap must be small. For the direct term its rms value is 0.14 when q1² is weighted by the rotationally averaged rate and the dipole direction is averaged separately. The rate itself favours q1 along the dipole. Since the average of (n·q1)²(n·A)² over directions is at most q1²A²/5, while that of (n·A)² is A²/3, full rate weighting raises the mean square from q1²/3 to at most 3q1²/5. The same bound holds for the other terms of the rate, so the rms overlap is at most √(9/5) × 0.14 = 0.19. This is acceptable for this model but not negligible. Here n/Nc = 0.036, with Nc the effective density of states, so Boltzmann statistics is good to a few percent.

At higher density the same samples can be reweighted by the ratio of Fermi to Boltzmann occupations at the same quasi-Fermi levels, a factor not above one, and by the vacancy of the final state. The densities in the prefactor n²p must then be the Boltzmann densities at those quasi-Fermi levels, not the actual ones, and s must be evaluated with the screening of the degenerate carriers.

Nonparabolic bands are a more serious change, because the final electron lies more than half an electronvolt above the band edge. Take for the final state the Kane form E(1+αE) = ħ²k²/2mc with α = 0.9/Eg, the size expected when mc arises from the coupling across the gap, and keep the initial bands parabolic. For the worked case the activation energy then rises from 83 to 255 meV and J falls by a factor of about 1300; for μ = 0.5 the energy shell has no solution at all. The mismatch is then no longer quadratic in z. With w and the direction of z drawn from their original thermal distributions, all roots along each direction must be found numerically and weighted by √(2/π) z²exp(−z²/2)/|dΔ/dz|. The exponential no longer splits into a constant and a Gaussian in w, so it must stay in the weight. If the initial bands are nonparabolic too, the weight also needs the ratio of the true normalized thermal distributions to the Gaussian ones. A vanishing slope can spoil the finite variance, and a nonparabolic final band is enough to produce one: in the Kane example two roots merge at finite w, and about 1% of the thermal w have no root. The choice of variable has to be made again.

Numbers as computed

```
gap 0.5 eV, mc 0.05 m0, mv 0.25 m0, mu 0.200
permittivity 12.0, overlap length 0.30 nm, T 300 K
n = p = 1.0e+22 m^-3; n/Nc = 0.0356, p/Nv = 0.00319
kT = 25.852 meV, gamma = 19.3409, a = 6.0000
sigma = 1.3024e+08 m^-1, screening kappa = 3.4155e+07 m^-1
activation energy: formula 83.333 meV, minimized 83.333 meV
fast electron kinetic energy at threshold = 583.33 meV
threshold factor exp(-gamma/a) = 0.03982
variance of each w component = 0.85714
constant s: J formula 0.00900642, Fourier 0.00900642
full s: J quadrature = 5.195192e-04
full s: J eliminated MC = 5.197022e-04 +- 1.7e-07 (400000 samples)
rate-weighted rms direct overlap = 0.1400
matrix-element scale S0 = 1.0323e-91 J^2 m^6
Auger coefficient C = 9.6428e-41 m^6/s = 9.6428e-29 cm^6/s
Auger rate R = 9.6428e+25 m^-3 s^-1, hole lifetime = 103.704 us
SI golden-rule sum at 20 meV = 9.7331e+25 +- 1.3e+24 m^-3 s^-1
relative sd per sample, eliminated, tuned w = 0.2019
relative sd per sample, eliminated, thermal w = 0.3130
v = 843.14 meV, b = 2.8884e-05 meV^-2
eta/meV | rel sd measured | rel sd law | bias % | bias law %
   2     20.443     20.508     0.0115     0.0116
   5     13.001     12.947     0.0722     0.0722
  10      9.163      9.128     0.2891     0.2888
  20      6.456      6.415     1.1624     1.1554
  50      4.087      3.983     7.5455     7.2210
best eta for 1000000 samples = 12.04 meV
rms error there = 0.936 %
eliminated rms error, 1000000 samples = 0.0202 %
eliminated samples for equal error = 466
batches of 5000: best eta = 34.73 meV
batch rms error: measured 8.23 %, law 7.79 %
mu | activation/meV | rel sd eliminated | rel sd broadened 10 meV
0.1      45.45     0.2167       6.21
0.2      83.33     0.2025       9.13
0.5     166.67     0.1738      33.35
```
